\section*{Tilt symmetry and the exponent sum of the Kardar-Parisi-Zhang equation}

\section*{The claim and its setting}

\textbf{Q.} I am told that a growing surface obeying the Kardar-Parisi-Zhang (KPZ) equation has exponents with $\alpha+z=2$ in any dimension. Nobody has solved the equation in general. How can a symmetry know this?

\textbf{A.} Let us first fix what is claimed. The height $h(\mathbf x,t)$ over a $d$-dimensional substrate obeys
\begin{equation}
\partial_t h=\nu\nabla^2h+\frac{\lambda}{2}|\nabla h|^2+\eta ,\qquad \nu>0 ,
\label{kpz}
\end{equation}
with Gaussian noise of zero mean and covariance
\begin{equation}
\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,R(\mathbf x-\mathbf x')\,\delta(t-t'),\qquad \int R\,d^dx=1 .
\label{noise}
\end{equation}
$R$ is smooth and short-ranged. It keeps slopes finite, so that the square in \eqref{kpz} has a meaning; on large scales it acts as $\delta(\mathbf x-\mathbf x')$. In the steady regime, with mean growth speed $v_0$, define
\begin{equation}
C_0(\mathbf x,t)=\big\langle[h(\mathbf x_0+\mathbf x,t_0+t)-h(\mathbf x_0,t_0)-v_0t]^2\big\rangle .
\end{equation}
The exponents are defined by the large-scale law
\begin{equation}
C_0(\mathbf x,t)=b^{2\alpha}C_0(\mathbf x/b,\,t/b^z)\quad\text{for every } b>0 .
\label{scal0}
\end{equation}
Heights grow as length$^{\alpha}$ and times as length$^{z}$. The claim needs a condition on $\lambda$, which will appear when we see where the argument can break.

\section*{The symmetry}

\textbf{Q.} What is Galilean about a surface that only grows upward?

\textbf{A.} Put $\mathbf w=-\lambda\nabla h$ and take $-\lambda\nabla$ of \eqref{kpz}. The nonlinear term becomes $-\tfrac12\nabla|\mathbf w|^2=-(\mathbf w\cdot\nabla)\mathbf w$, because $\mathbf w$ is a gradient and has no curl. So $\mathbf w$ obeys a fluid-like equation with velocity $\mathbf w$. Adding a uniform slope $\boldsymbol\epsilon$ to $h$ adds the uniform velocity $-\lambda\boldsymbol\epsilon$: a tilt is a boost. For the height this suggests
\begin{equation}
h'(\mathbf x,t)=h(\mathbf y,t)+\boldsymbol\epsilon\cdot\mathbf x+\frac{\lambda}{2}\epsilon^2t,\qquad \mathbf y=\mathbf x+\lambda\boldsymbol\epsilon t .
\label{tilt}
\end{equation}

\textbf{Q.} Suggestion is not proof. Substitute it.

\textbf{A.} With the derivatives of $h$ taken at $(\mathbf y,t)$, the chain rule gives
\begin{align}
\partial_th'&=\partial_th+\lambda\boldsymbol\epsilon\cdot\nabla h+\tfrac{\lambda}{2}\epsilon^2,\\
\nabla h'&=\nabla h+\boldsymbol\epsilon,\qquad \nabla^2h'=\nabla^2h,\\
\tfrac{\lambda}{2}|\nabla h'|^2&=\tfrac{\lambda}{2}|\nabla h|^2+\lambda\boldsymbol\epsilon\cdot\nabla h+\tfrac{\lambda}{2}\epsilon^2 .
\end{align}
Subtract the last line and $\nu\nabla^2h'$ from the first. The terms containing $\boldsymbol\epsilon$ cancel in pairs, and
\begin{equation}
\partial_th'-\nu\nabla^2h'-\tfrac{\lambda}{2}|\nabla h'|^2=\eta(\mathbf x+\lambda\boldsymbol\epsilon t,\,t).
\end{equation}
The tilted surface obeys the same equation with the same $\lambda$, driven by a sideways-moving copy of the noise.

\textbf{Q.} But a moving noise is a different noise.

\textbf{A.} It is a different sample with the same statistics. Its covariance is
\begin{equation}
2D\,R\big(\mathbf x-\mathbf x'+\lambda\boldsymbol\epsilon(t-t')\big)\delta(t-t')=2D\,R(\mathbf x-\mathbf x')\delta(t-t'),
\end{equation}
since the delta function sets $t=t'$. A Gaussian noise of zero mean is fixed by its covariance, so the two have the same law.

\textbf{Q.} Then noise with a memory should spoil it.

\textbf{A.} Yes, and linear theory shows how. Let $u$ be a small deviation from a plane of slope $\boldsymbol\epsilon$. To first order, $\partial_tu=\nu\nabla^2u+\lambda\boldsymbol\epsilon\cdot\nabla u+\eta$. A mode $e^{i\mathbf k\cdot\mathbf x}$ then has damping $\gamma=\nu k^2$ and frequency $\omega=\lambda\boldsymbol\epsilon\cdot\mathbf k$:
\begin{equation}
\hat u(t)=\int_0^\infty ds\,e^{-(\gamma-i\omega)s}\,\hat\eta(t-s).
\end{equation}
Take mode noise with covariance $(D/\tau)e^{-|r|/\tau}$ at time separation $r$, whose integral is $2D$. In $\langle|\hat u|^2\rangle$ there are two delays $s,s'$. At fixed $r=s-s'$, integrating $e^{-\gamma(s+s')}$ over the smaller delay gives $e^{-\gamma|r|}/(2\gamma)$. Hence
\begin{align}
\langle|\hat u|^2\rangle&=\frac1{2\gamma}\int_{-\infty}^{\infty}dr\,\frac D\tau e^{-|r|/\tau-\gamma|r|+i\omega r}
=\frac D\gamma\,\mathrm{Re}\,\frac{1}{1+\gamma\tau-i\omega\tau}\nonumber\\
&=\frac D\gamma\,\frac{1+\gamma\tau}{(1+\gamma\tau)^2+(\omega\tau)^2}.
\label{memory}
\end{align}
For $\tau\to0$ this is $D/\gamma$ at any slope. For $\tau>0$ the roughness depends on the tilt through $\omega$, and the exact symmetry is lost. The relative change is of order $(\omega\tau)^2=(\lambda\boldsymbol\epsilon\cdot\mathbf k\,\tau)^2$, which vanishes as $k^2$ for long waves; in this linear estimate a short memory does not reach the large scales where the exponents are defined.

\section*{From symmetry to exponents}

\textbf{Q.} Grant white noise. What can one measure that reveals the symmetry?

\textbf{A.} Two things. The last term of \eqref{tilt} says that a slope raises the mean growth speed by $\lambda\epsilon^2/2$. The shifted argument says that the roughness pattern drifts. Remove the plane and the extra growth from $h'$; what remains is $h(\mathbf x+\lambda\boldsymbol\epsilon t,t)$. Between $(\mathbf x_0,t_0)$ and $(\mathbf x_0+\mathbf x,t_0+t)$ its argument moves by $\mathbf x+\lambda\boldsymbol\epsilon t$, so the correlation on the tilted surface is
\begin{equation}
C_{\boldsymbol\epsilon}(\mathbf x,t)=C_0(\mathbf x+\lambda\boldsymbol\epsilon t,\,t).
\label{drift}
\end{equation}

I tested both statements on a ring of circumference $2\pi$ with Fourier modes up to 5, 8000 independent copies, and $\nu=1$, $\lambda=4$, $D=1$, $\epsilon=0.7$. After a time 0.4, \eqref{drift} predicts that the correlation of the mode $k=1$ with its initial value gains a phase $k\lambda\epsilon t=4\times0.7\times0.4=1.12$ rad. The simulation gives 1.15 rad. The moduli are 0.532 flat and 0.539 tilted, and such differences are of the order of the sampling error. Linear theory would give a modulus $e^{-0.4}=0.67$, so the nonlinearity is at work here. The extra growth speed is 0.97, against the predicted $4\times0.49/2=0.98$.

\textbf{Q.} A drift speed is not an exponent.

\textbf{A.} It becomes one when we change scale. Let $h_b(\mathbf x,t)=b^{-\alpha}h(b\mathbf x,b^zt)$. Then
\begin{equation}
\partial_th_b=b^{z-\alpha}\partial_th,\quad \nabla^2h_b=b^{2-\alpha}\nabla^2h,\quad |\nabla h_b|^2=b^{2-2\alpha}|\nabla h|^2 .
\end{equation}
Multiply \eqref{kpz} at $(b\mathbf x,b^zt)$ by $b^{z-\alpha}$ and express it through $h_b$. The coefficients become
\begin{equation}
\nu_b=b^{z-2}\nu,\qquad \lambda_b=b^{\alpha+z-2}\lambda,\qquad D_b=b^{z-d-2\alpha}D .
\label{flow}
\end{equation}
The last follows because the noise is now $b^{z-\alpha}\eta(b\mathbf x,b^zt)$. Its covariance carries $b^{2z-2\alpha}$, and the delta functions contribute $b^{-d}$ and $b^{-z}$. A slope $\boldsymbol\epsilon$ of $h$ is a slope $b^{1-\alpha}\boldsymbol\epsilon$ of $h_b$.

Now comes the physical assumption: the large-scale state is scale invariant, and remains so when tilted, with slopes scaling as height over length. That is,
\begin{equation}
C_{\boldsymbol\epsilon}(\mathbf x,t)=b^{2\alpha}\,C_{b^{1-\alpha}\boldsymbol\epsilon}(\mathbf x/b,\,t/b^z).
\label{assume}
\end{equation}
Use \eqref{drift} on both sides, and then \eqref{scal0} on the right:
\begin{align}
C_0(\mathbf x+\lambda\boldsymbol\epsilon t,t)
&=b^{2\alpha}C_0\!\left(\frac{\mathbf x}{b}+\lambda b^{1-\alpha}\boldsymbol\epsilon\frac{t}{b^{z}},\ \frac t{b^z}\right)\nonumber\\
&=C_0\!\left(\mathbf x+b^{2-\alpha-z}\lambda\boldsymbol\epsilon t,\ t\right).
\label{key}
\end{align}
Set $\mathbf x=0$, $\mathbf r=\lambda\boldsymbol\epsilon t$ and $q=b^{2-\alpha-z}$. For $\lambda\neq0$ and $t\neq0$ the vector $\mathbf r$ is arbitrary, and $C_0(\mathbf r,t)=C_0(q\mathbf r,t)$. Suppose $q\neq1$; choose $b$ so that $q<1$. Repeating the step $n$ times gives $C_0(\mathbf r,t)=C_0(q^n\mathbf r,t)\to C_0(0,t)$ by continuity. The correlation would not depend on position at all, which a rough surface contradicts. Hence $q=1$ for every $b$, and
\begin{equation}
\alpha+z=2 .
\label{sum}
\end{equation}
The dimension $d$ was never used.

\textbf{Q.} By that logic I may demand that $\nu_b$ and $D_b$ stay fixed too. Then $z=2$ and $\alpha=(2-d)/2$, which contradicts \eqref{sum} except at $d=2$.

\textbf{A.} Equation \eqref{flow} relabels units; it does not average out short wavelengths. When short waves are averaged out, their nonlinear interaction changes the smoothing and the noise felt by long waves, so $\nu$ and $D$ acquire corrections on top of \eqref{flow}. No symmetry used here forbids that. The coefficient $\lambda$ is protected: it is the curvature of the mean growth speed as a function of mean slope. Averaging the height over a patch changes neither the mean speed nor the mean slope. The coarse surface therefore has the same $\lambda$, and unit changes alone can alter it.

\section*{Where it fails}

\textbf{Q.} So is ``any dimension'' correct?

\textbf{A.} With a condition: the large-scale state must still feel the nonlinearity. Assumption \eqref{assume} requires the rescaled surface to respond to a tilt in the same way at every scale. Consider the linear, or Edwards-Wilkinson, state. At $\lambda=0$ there are no nonlinear corrections, your demand is right, and
\begin{equation}
z=2,\qquad \alpha=\frac{2-d}{2},\qquad \alpha+z=\frac{6-d}{2}.
\end{equation}
For $d>2$ this $\alpha$ is negative. The height difference $C_0$ then tends to a constant at large distance, and the scaling law with this $\alpha$ holds for the covariance of the height fluctuations instead. At $d=2$ the value $\alpha=0$ stands for a logarithmic growth of $C_0$. Insert a small $\lambda$ into \eqref{flow} with these exponents: $\lambda_b=b^{(2-d)/2}\lambda$. For $d>2$ it decreases with scale. A weakly nonlinear surface can then become linear at large scales, with a sum below 2. The drift \eqref{drift} still exists, but for a given slope of the rescaled surface its speed in rescaled units tends to zero, so \eqref{assume} is false. For $d<2$ a small $\lambda$ grows, and the linear state survives only if $\lambda=0$. At $d=2$ the linear sum equals 2 by coincidence, with $\alpha=0$, and power counting does not decide the fate of $\lambda$.

\textbf{Q.} Show me a case where the two answers differ.

\textbf{A.} Take $d=1$, where $\alpha$ can be derived. On a ring of length $L$ keep a finite set of modes $u_k$, with noise that is white among them. The linear part balances damping $\nu k^2$ against noise strength $2D/L$, which gives independent Gaussian modes with
\begin{equation}
\langle|u_k|^2\rangle=\frac{D}{\nu Lk^2},\qquad P\propto\exp\Big[-\frac{\nu}{2D}\int(\partial_xh)^2dx\Big].
\end{equation}
The nonlinear part $N_k=-\frac\lambda2\sum_q q(k-q)u_qu_{k-q}$ leaves $P$ unchanged for two reasons. First, $\partial N_k/\partial u_k=0$, because the terms containing $u_k$ carry the factor $k\cdot0$; the flow preserves volume. Second, it preserves the exponent:
\begin{equation}
\frac{d}{dt}\int(\partial_xh)^2dx=-\lambda\int\partial_x^2h\,(\partial_xh)^2dx=-\frac\lambda3\int\partial_x(\partial_xh)^3dx=0 .
\end{equation}
Dropping modes outside the set does no harm here, as $\partial_x^2h$ has no component on them. For a long ring and many modes,
\begin{equation}
\langle[h(x)-h(0)]^2\rangle=\frac D\nu\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{2(1-\cos kx)}{k^2}=\frac D\nu|x| .
\end{equation}
So $\alpha=1/2$ with or without $\lambda$. Equation \eqref{sum} then gives $z=3/2$ for $\lambda\neq0$, while the linear state has $z=2$ and sum $5/2$.

A lattice gas shows the contrast. Particles on a half-filled ring hop to empty neighbours, and each particle or hole is a unit step of a surface. With hops in one direction the mean current, and so the growth speed, is quadratic in the slope; with equal hops both ways it vanishes. Exact diagonalization on rings of 12 and 16 sites gives $z$ from the slowest decay rate, and the stationary width gives an effective $\alpha=0.466$ in both cases. The driven gas has $z=1.587$ and sum 2.05; the undriven gas has $z=1.965$ and sum 2.43. These rings are short and a lattice has no exact tilt symmetry, so this supports the result without proving it.

\textbf{Q.} Real films have $d=2$.

\textbf{A.} There the sum fixes one exponent if the other is known. The width of an initially flat surface grows as $t^\beta$ with
\begin{equation}
\beta=\frac\alpha z=\frac{\alpha}{2-\alpha},
\end{equation}
because by time $t$ the surface is correlated over a length $t^{1/z}$. I simulated a growth model in which neighbouring heights differ by at most one. A plane of the steepest allowed slope cannot grow at all, while a flat one can, so the mean speed depends on the slope, as it does for $\lambda\neq0$. Saturated widths at sizes 16 and 48 give $\alpha=0.399$, so \eqref{sum} predicts $z=1.60$ and $\beta=0.249$. A separate run, between 16 and 256 sweeps, gives $\beta=0.235$. The measured sum $\alpha+\alpha/\beta$ is 2.10, or 5\% above 2. Sampling alone makes $\alpha$ uncertain by about 0.02 and $\beta$ by about 0.01, so the sum is uncertain by about 0.1 and the third digits are not significant. I would attribute the excess to small sizes, short times and sampling, but have not separated them. The sum alone cannot exclude the linear state at $d=2$; the sizeable $\alpha$ speaks against it. I have not simulated $d\geq3$.

\section*{A deposited film}

\textbf{Q.} What would this mean for atomic layer deposition?

\textbf{A.} Suppose the film grows at speed $v$ along its local normal. The vertical speed is $v\sqrt{1+|\nabla h|^2}\simeq v+\frac v2|\nabla h|^2$. The constant is removed by measuring $h$ from $vt$, and $\lambda=v$. If volume units $\Omega$ arrive at random, area $A$ receives $vAt/\Omega$ of them on average. The Poisson variance of the deposited volume is $\Omega^2(vAt/\Omega)=\Omega vAt$. Equation \eqref{noise} gives $2DAt$, so $D=v\Omega/2$.

Take $v=0.5$ nm/s, $\Omega=0.05$ nm$^3$ and $\nu=0.05$ nm$^2$/s, and describe lengths above 2 nm, taken as half-wavelengths, so that wave numbers reach $k_{\max}=\pi/(2\ \text{nm})$. Then $D=0.5\times0.05/2=0.0125$ nm$^4$/s. On a facet of slope 0.1, a layer of 100 nm takes $t=200$ s. In linear theory a wave decays as $e^{-\nu k^2t}$, so in this time wavelengths below $2\pi\sqrt{\nu t}=20$ nm lose more than a factor $e$ in amplitude, and new roughness replaces them. What remains of the old pattern has moved downhill by
\begin{equation}
\lambda\epsilon t=0.5\times0.1\times200=10\ \text{nm}=100\ \text{\AA},
\end{equation}
and the vertical thickness exceeds that on the flat by $0.5\times0.01/2\times200=0.5$ nm. Without the small-slope expansion the drift speed is $d(v\sqrt{1+\epsilon^2})/d\epsilon=v\epsilon/\sqrt{1+\epsilon^2}$. For a smooth facet the shift becomes 9.95 nm and the extra thickness 0.499 nm. On a rough facet the drift speed must be averaged over the local slopes; for Gaussian slopes with the rms value 0.22 found below, the shift is about 9.5 nm.

At fixed growth speed and conditions, thickness is proportional to time. Doubling the lateral feature size in the scaling regime then needs $2^{1.60}=3.0$ times the thickness, against 4 in the linear state, and the roughness grows by $2^{0.399}=1.32$. With the directly measured $z=0.399/0.235=1.70$ the thickness factor would be 3.2, uncertain by about 0.2 from sampling.

\textbf{Q.} Does a real film reach that regime?

\textbf{A.} The model does not establish it. In linear theory a mode that starts flat has the power $(D/\nu k^2)(1-e^{-2\nu k^2t})$ at time $t$, and the squared width $W^2$ is its integral over $d^2k/(2\pi)^2$ up to $k_{\max}$. For a 1000 nm film, grown in 2000 s, this gives $W=0.37$ nm. For height $W$ and length $\ell$ the nonlinear term is about $\frac\lambda2(W/\ell)^2$ and the smoothing term about $\nu W/\ell^2$. Their ratio is $\lambda W/(2\nu)=0.5\times0.367/0.1=1.8$ with the full width. Waves within a factor of two in length carry only part of it: once saturated, their squared width is $(D/2\pi\nu)\ln2$, which gives 0.17 nm and a ratio of 0.8. By either estimate the nonlinearity is not small, so the linear width is not a prediction for this film, and the true width can be well above it. Linear smoothing acts over $\sqrt{\nu t}=10$ nm, which is a value of $1/k$; as a half-wavelength it is 31 nm, about 16 times the shortest length described. The nonlinearity can spread correlations further, so this length does not settle whether scaling has been reached. The factor 3.0 belongs to the asymptotic law and is not a forecast for this film.

Other neglected effects look small when sized by linear theory. At the linear-theory rms slope of 0.22, higher slope terms reduce the mean speed gain by 2.3\%; the nonlinearity steepens the surface to an rms slope near 0.28, and the reduction is then closer to 10\%. If the noise remembers one cycle of 0.2 s, \eqref{memory} says that the facet slope changes the variance of the shortest waves by 0.023\%. At 450 K and a surface energy of 1 J/m$^2$, an equilibrium surface has mode variance $k_BT/(\sigma k^2)$, with $k_BT/\sigma=0.0062$ nm$^2$; growth noise has $D/\nu=0.25$ nm$^2$ in the same place.

\textbf{Q.} And how close are these parameters to practice?

\textbf{A.} The growth of $0.5\times0.2=0.1$ nm per cycle and the temperature are roughly those of alumina deposition. The short cycle assumes a fast spatial reactor; a reactor that must purge the gas between doses is slower. A thickness of 1000 nm is large for this method, and thinner films are further from scaling. The value of $\nu$ is assumed. Self-limiting reactions break the assumption of independent arrivals: if they halved $D$, the linear width would fall by $\sqrt2$ to 0.26 nm, while the 10 nm shift given by \eqref{kpz} would not change; with the full normal-growth law the rough-facet value would move from about 9.5 to about 9.7 nm. That shift rests on growth along the normal. If the chemistry changes how the vertical speed depends on slope, the shift at fixed thickness scales with $\lambda/v$ only for small slopes and a smooth dependence on the size of the slope, not its direction. Surface diffusion and uneven gas supply are left out and not sized; a gas supply that depends on distant parts of the surface would make the growth law nonlocal, and \eqref{tilt} need not then hold.

\textbf{Q.} If I etch instead?

\textbf{A.} For a surface receding along its normal, $\partial_th=-v\sqrt{1+|\nabla h|^2}$ and $\lambda=-v$. The pattern drifts uphill and a slope speeds up the vertical recession. The derivation of \eqref{sum} used $\lambda\neq0$ and not its sign, so under the same conditions the sum is again 2.

\section*{Table of computed values}
\begin{verbatim}
Largest error of tilt and scale maps, d=1,2,3: 2.1e-14
Ring simulation, dimensionless: nu, lam, D, slope, time = 1.0 4.0 1.0 0.7 0.4
Ring: correlation modulus, flat: 0.532
Ring: correlation modulus, tilted: 0.539
Ring: linear-theory correlation: 0.67
Ring: measured phase from tilt: 1.15 rad
Ring: predicted phase: 1.12 rad
Ring: measured extra growth rate: 0.97
Ring: predicted extra growth rate: 0.98
Lattice gas ring sizes: 12 16
d=1 effective alpha: 0.466
d=1 effective z, driven: 1.587
d=1 sum, driven: 2.054
d=1 effective z, undriven: 1.965
d=1 sum, undriven: 2.431
d=2 alpha from saturated widths, sizes 16 and 48: 0.399
d=2 beta from early growth, sweeps 16 to 256: 0.235
d=2 sum alpha + alpha/beta: 2.1
d=2 z predicted as 2 - alpha: 1.6
d=2 beta predicted as alpha/(2 - alpha): 0.249
Film growth speed = lam: 0.5 nm/s
Film cycle time: 0.2 s
Film volume unit: 0.05 nm^3
Film smoothing nu: 0.05 nm^2/s
Film noise D: 0.0125 nm^4/s
Film cutoff length: 2 nm
Film full thickness: 1000 nm
Film full growth time: 2000 s
Facet slope: 0.1
Facet layer thickness: 100 nm
Facet layer time: 200 s
Pattern shift downhill, KPZ: 10 nm
Pattern shift downhill, KPZ, converted: 100 angstrom
Pattern shift, full normal growth: 9.95 nm
Extra vertical thickness, KPZ: 0.5 nm
Extra vertical thickness, full normal growth: 0.4988 nm
Thickness factor to double lateral size, KPZ: 3.03
Thickness factor to double lateral size, linear: 4
Roughness factor on doubling lateral size: 1.32
Linear-theory rms width of full film: 0.367 nm
Linear-theory rms slope: 0.221
Nonlinearity ratio lam*width/nu: 3.67
Coupling lam^2 D/nu^3: 25
Neglected slope terms, share of mean gain: 2.29 %
Tilt effect of one-cycle noise memory at cutoff: 0.023 %
Temperature: 450 K
Surface energy: 1 J/m^2
Thermal roughness scale kT/surface energy: 0.00621 nm^2
Growth roughness scale D/nu: 0.25 nm^2
\end{verbatim}
